# Voigt constants and the biaxial modulus of a copper (001) film: verification in Python

```python
"""
Result under test: using Voigt-averaged constants for a cubic (001) film
changes its biaxial modulus by the fraction
    delta = 9 K (A - 1) / (5 (3 K + 4 G_V)),
which is roughly 0.85 for copper.
K: bulk modulus; Cp = (C11-C12)/2 and C44: cubic shear constants;
A = C44/Cp; G_V = (2 Cp + 3 C44)/5: Voigt shear modulus.
The biaxial modulus is mean in-plane stress / equal in-plane strain,
with no in-plane shear strain and a traction-free film surface.
Elastic constants are in GPa. Copper inputs are rough two-figure values.
"""
import itertools
import numpy as np
from scipy.constants import giga, mega, nano, micro, milli

I3 = np.eye(3)


def cubic_tensor(bulk, cp, c44):
    """Full fourth-rank cubic stiffness tensor in the cube axes."""
    c11 = bulk + 4 * cp / 3
    c12 = bulk - 2 * cp / 3
    tensor = c12 * np.einsum('ij,kl->ijkl', I3, I3)
    tensor += c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                     + np.einsum('il,jk->ijkl', I3, I3))
    for axis in range(3):
        tensor[axis, axis, axis, axis] += c11 - c12 - 2 * c44
    return tensor


def rotate(tensor, rotation):
    """Components on new axes, given as the rows of rotation."""
    for _ in range(4):
        # Each pass transforms the first index and moves it to the end.
        tensor = np.tensordot(tensor, rotation, axes=([0], [1]))
    return tensor


def film_axes(normal, azimuth=0.0):
    """Orthonormal film axes, the third along the film normal."""
    n = np.array(normal, dtype=float)
    n /= np.linalg.norm(n)
    trial = I3[np.argmin(np.abs(n))]
    u = trial - np.dot(trial, n) * n
    u /= np.linalg.norm(u)
    v = np.cross(n, u)
    c, s = np.cos(azimuth), np.sin(azimuth)
    return np.array([c * u + s * v, -s * u + c * v, n])


def solve_film(tensor, normal=(0, 0, 1), azimuth=0.0):
    """Return modulus, strain and stress tensors for unit in-plane strain."""
    c = rotate(tensor, film_axes(normal, azimuth))
    strain = np.diag([1.0, 1.0, 0.0])
    traction = np.einsum('ikl,kl->i', c[:, 2, :, :], strain)
    free = np.linalg.solve(c[:, 2, :, 2], -traction)
    strain += 0.5 * (np.outer(free, I3[2]) + np.outer(I3[2], free))
    stress = np.einsum('ijkl,kl->ij', c, strain)
    assert np.allclose(stress[:, 2], 0, atol=1e-8 * np.abs(c).max())
    return 0.5 * (stress[0, 0] + stress[1, 1]), strain, stress


def rotation_average(tensor):
    """Average over all rotations, exact for a fourth-rank tensor."""
    def about_z(t):
        return np.array([[np.cos(t), -np.sin(t), 0],
                         [np.sin(t), np.cos(t), 0], [0, 0, 1]])
    angles = 2 * np.pi * np.arange(8) / 8
    nodes, weights = np.polynomial.legendre.leggauss(6)
    total = np.zeros((3, 3, 3, 3))
    for x, w in zip(nodes, weights):
        s = np.sqrt(1 - x * x)
        about_y = np.array([[x, 0, s], [0, 1, 0], [-s, 0, x]])
        for a, g in itertools.product(angles, angles):
            r = about_z(a) @ about_y @ about_z(g)
            total += w / 2 / 64 * rotate(tensor, r)
    return total


def modulus_formula(bulk, shear):
    return 18 * bulk * shear / (3 * bulk + 4 * shear)


def voigt_shear(cp, c44):
    return (2 * cp + 3 * c44) / 5


def error_formula(bulk, cp, c44):
    gv = voigt_shear(cp, c44)
    return 9 * bulk * (c44 / cp - 1) / (5 * (3 * bulk + 4 * gv))


def line_energy_factor(tensor, line, burgers):
    """Energy per length divided by ln(outer/inner cutoff), unit Burgers."""
    p, q, _ = film_axes(line)
    total = np.zeros((3, 3))
    count = 360
    for t in 2 * np.pi * np.arange(count) / count:
        m = np.cos(t) * p + np.sin(t) * q
        n = -np.sin(t) * p + np.cos(t) * q
        mm = np.einsum('i,ijkl,l->jk', m, tensor, m)
        mn = np.einsum('i,ijkl,l->jk', m, tensor, n)
        nn = np.einsum('i,ijkl,l->jk', n, tensor, n)
        total += mm - mn @ np.linalg.solve(nn, mn.T)
    return burgers @ total @ burgers / (4 * np.pi * count)


# Rough copper constants near room temperature, in GPa.
K, Cp, C44 = 140.0, 24.0, 75.0
C11, C12 = K + 4 * Cp / 3, K - 2 * Cp / 3
A = C44 / Cp
GV = voigt_shear(Cp, C44)
GR = 5 / (2 / Cp + 3 / C44)
copper = cubic_tensor(K, Cp, C44)

# Rotation averages of stiffness and compliance.
voigt = rotation_average(copper)
assert np.allclose(voigt, cubic_tensor(K, GV, GV), atol=1e-9)
compliance = cubic_tensor(1 / (9 * K), 1 / (4 * Cp), 1 / (4 * C44))
identity = (np.einsum('ik,jl->ijkl', I3, I3)
            + np.einsum('il,jk->ijkl', I3, I3)) / 2
assert np.allclose(np.einsum('ijmn,mnkl->ijkl', copper, compliance),
                   identity, atol=1e-12)
reuss_compliance = rotation_average(compliance)
assert np.isclose(1 / (4 * reuss_compliance[0, 1, 0, 1]), GR, rtol=1e-10)

# Film moduli by direct solution of the traction-free problem.
M001, strain001, stress001 = solve_film(copper)
M111, _, _ = solve_film(copper, (1, 1, 1))
MV, strainV, _ = solve_film(voigt)
MR, _, _ = solve_film(cubic_tensor(K, GR, GR))
assert np.isclose(M001, modulus_formula(K, Cp), rtol=1e-10)
assert np.isclose(M001, C11 + C12 - 2 * C12**2 / C11, rtol=1e-10)
assert np.isclose(M111, modulus_formula(K, C44), rtol=1e-10)
assert np.isclose(MV, modulus_formula(K, GV), rtol=1e-10)
EV = 9 * K * GV / (3 * K + GV)
nuV = (3 * K - 2 * GV) / (2 * (3 * K + GV))
assert np.isclose(MV, EV / (1 - nuV), rtol=1e-10)
for solution, shear in ((strain001, Cp), (strainV, GV)):
    expected = -2 * (3 * K - 2 * shear) / (3 * K + 4 * shear)
    assert np.isclose(solution[2, 2], expected, rtol=1e-10)
    assert np.allclose(solution[:2, 2], 0, atol=1e-10)
assert np.isclose(np.sum(stress001 * strain001) / 2, M001, rtol=1e-10)
assert np.isclose(solve_film(copper, azimuth=0.5)[0], M001, rtol=1e-10)

# Error formula, including reversed anisotropy and other bulk moduli.
for constants in ((K, Cp, C44), (K, C44, Cp), (60.0, 30.0, 45.0)):
    crystal = cubic_tensor(*constants)
    direct = solve_film(rotation_average(crystal))[0] \
        / solve_film(crystal)[0] - 1
    assert np.isclose(direct, error_formula(*constants), rtol=1e-9)
    assert (direct > 0) == (constants[2] > constants[1])
delta = MV / M001 - 1
assert 0.80 < delta < 0.90
assert 0 < MR / M001 - 1 < delta
stiff_bulk = cubic_tensor(1e6, Cp, C44)
stiff_ratio = solve_film(rotation_average(stiff_bulk))[0] \
    / solve_film(stiff_bulk)[0]
# The remaining difference is of order shear modulus / bulk modulus.
assert np.isclose(stiff_ratio, GV / Cp, rtol=1e-3)
assert stiff_ratio > MV / M001

# The (001) and (111) films bound all orientations when A > 1.
rng = np.random.default_rng(4)
for direction in rng.normal(size=(300, 3)):
    value = solve_film(copper, direction)[0]
    assert M001 - 1e-8 <= value <= M111 + 1e-8

# Spread from half a unit in the last stated figure of each input.
spread = []
for k, cp, c44 in itertools.product((K - 5, K + 5), (Cp - .5, Cp + .5),
                                    (C44 - .5, C44 + .5)):
    crystal = cubic_tensor(k, cp, c44)
    g = voigt_shear(cp, c44)
    spread.append(solve_film(cubic_tensor(k, g, g))[0]
                  / solve_film(crystal)[0] - 1)

# Worked film: chosen strain, thickness and wafer parameters.
strain = 5e-4
thickness = 50 * nano
wafer_thickness = 500 * micro
wafer_modulus = 200.0
stress_true = M001 * giga * strain
stress_voigt = MV * giga * strain
energy_true = stress_true * strain * thickness
energy_voigt = stress_voigt * strain * thickness
inferred_strain = stress_true / (MV * giga)

# Neglected effects for the same film.
softening = 0.03
warm = cubic_tensor(K, Cp * (1 - softening), C44 * (1 - softening))
warm_M = solve_film(warm)[0]
warm_GV = GV * (1 - softening)
warm_delta = solve_film(cubic_tensor(K, warm_GV, warm_GV))[0] / warm_M - 1
tilt = np.radians(2.0)
tilt_changes = []
for azimuth in np.linspace(0, np.pi / 2, 19):
    normal = (np.sin(tilt) * np.cos(azimuth),
              np.sin(tilt) * np.sin(azimuth), np.cos(tilt))
    tilt_changes.append(solve_film(copper, normal)[0] / M001 - 1)
nonlinear = 10 * strain
substrate = 4 * M001 * thickness / (wafer_modulus * wafer_thickness)
surface_stress = 1.0
film_force = stress_true * thickness

# Critical strain from a lower bound on the dislocation line energy.
burgers_length = 0.26 * nano
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
burgers = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
assert np.isclose(abs(burgers @ across), 0.5)
iso_factor = line_energy_factor(voigt, line, burgers)
iso_expected = GV / (4 * np.pi) * (0.25 + 0.75 / (1 - nuV))
assert np.isclose(iso_factor, iso_expected, rtol=1e-8)
actual_factor = line_energy_factor(copper, line, burgers)
bound_factor = Cp / (4 * np.pi)
assert actual_factor > bound_factor
critical_strain = (bound_factor * burgers_length
                   * np.log(thickness / burgers_length)
                   / (M001 * thickness * 0.5))
assert strain < critical_strain

print(f"Input bulk modulus K (rough): {K:.0f} GPa")
print(f"Input shear constant C' (rough): {Cp:.0f} GPa")
print(f"Input shear constant C44 (rough): {C44:.0f} GPa")
print(f"C11 from inputs: {C11:.1f} GPa")
print(f"C12 from inputs: {C12:.1f} GPa")
print(f"Anisotropy ratio A: {A:.3f} (no unit)")
print(f"Voigt shear modulus: {GV:.1f} GPa")
print(f"Voigt Young modulus: {EV:.1f} GPa")
print(f"Voigt Poisson ratio: {nuV:.3f} (no unit)")
print(f"Reuss shear modulus: {GR:.1f} GPa")
print(f"Biaxial modulus, (001) crystal: {M001:.1f} GPa")
print(f"Biaxial modulus, Voigt: {MV:.1f} GPa")
print(f"Biaxial modulus, Reuss: {MR:.1f} GPa")
print(f"Biaxial modulus, (111) crystal: {M111:.1f} GPa")
print(f"Voigt / (001) modulus ratio: {MV / M001:.3f} (no unit)")
print(f"Voigt error for (001): {100 * delta:.1f} %")
print(f"Reuss error for (001): {100 * (MR / M001 - 1):.1f} %")
print(f"Voigt error for (111): {100 * (MV / M111 - 1):.1f} %")
print(f"Large-K limit of modulus ratio: {GV / Cp:.3f} (no unit)")
print(f"Smallest error from input rounding: {100 * min(spread):.1f} %")
print(f"Largest error from input rounding: {100 * max(spread):.1f} %")
print(f"Film strain: {100 * strain:.3f} %")
print(f"Film thickness: {thickness / nano:.0f} nm")
print(f"Wafer thickness: {wafer_thickness / micro:.0f} um")
print(f"Wafer biaxial modulus: {wafer_modulus:.0f} GPa")
print(f"Film stress, (001): {stress_true / mega:.1f} MPa")
print(f"Film stress, Voigt: {stress_voigt / mega:.1f} MPa")
print(f"Elastic energy per area, (001): {energy_true / milli:.3f} mJ/m^2")
print(f"Elastic energy per area, Voigt: {energy_voigt / milli:.3f} mJ/m^2")
print(f"Strain inferred by Voigt from true stress: "
      f"{100 * inferred_strain:.4f} %")
print(f"Normal/in-plane strain, (001): {strain001[2, 2]:.3f} (no unit)")
print(f"Normal/in-plane strain, Voigt: {strainV[2, 2]:.3f} (no unit)")
print(f"Normal strain, (001): {100 * strain * strain001[2, 2]:.4f} %")
print(f"Normal strain, Voigt: {100 * strain * strainV[2, 2]:.4f} %")
print(f"Assumed shear softening per 100 K (rough): {100 * softening:.0f} %")
print(f"(001) modulus change on 100 K warming: "
      f"{100 * (warm_M / M001 - 1):.2f} %")
print(f"Voigt error after 100 K warming: {100 * warm_delta:.1f} %")
print(f"Largest modulus change, 2 degree miscut: "
      f"{100 * max(tilt_changes):.2f} %")
print(f"Nonlinear modulus change (rough): {100 * nonlinear:.1f} %")
print(f"Strain relief by substrate: {100 * substrate:.3f} %")
print(f"Film force per width: {film_force:.2f} N/m")
print(f"Surface stress (rough): {surface_stress:.0f} N/m")
print(f"Surface stress / film force: "
      f"{100 * surface_stress / film_force:.0f} %")
print(f"Burgers vector length (rough): {burgers_length / nano:.2f} nm")
print(f"Line-energy factor, lower bound: {bound_factor:.2f} GPa")
print(f"Line-energy factor, anisotropic: {actual_factor:.2f} GPa")
print(f"Estimated critical strain: {100 * critical_strain:.3f} %")
print("verified")
```

Output:

```
Input bulk modulus K (rough): 140 GPa
Input shear constant C' (rough): 24 GPa
Input shear constant C44 (rough): 75 GPa
C11 from inputs: 172.0 GPa
C12 from inputs: 124.0 GPa
Anisotropy ratio A: 3.125 (no unit)
Voigt shear modulus: 54.6 GPa
Voigt Young modulus: 145.0 GPa
Voigt Poisson ratio: 0.327 (no unit)
Reuss shear modulus: 40.5 GPa
Biaxial modulus, (001) crystal: 117.2 GPa
Biaxial modulus, Voigt: 215.5 GPa
Biaxial modulus, Reuss: 175.5 GPa
Biaxial modulus, (111) crystal: 262.5 GPa
Voigt / (001) modulus ratio: 1.839 (no unit)
Voigt error for (001): 83.9 %
Reuss error for (001): 49.7 %
Voigt error for (111): -17.9 %
Large-K limit of modulus ratio: 2.275 (no unit)
Smallest error from input rounding: 79.6 %
Largest error from input rounding: 88.3 %
Film strain: 0.050 %
Film thickness: 50 nm
Wafer thickness: 500 um
Wafer biaxial modulus: 200 GPa
Film stress, (001): 58.6 MPa
Film stress, Voigt: 107.8 MPa
Elastic energy per area, (001): 1.465 mJ/m^2
Elastic energy per area, Voigt: 2.694 mJ/m^2
Strain inferred by Voigt from true stress: 0.0272 %
Normal/in-plane strain, (001): -1.442 (no unit)
Normal/in-plane strain, Voigt: -0.974 (no unit)
Normal strain, (001): -0.0721 %
Normal strain, Voigt: -0.0487 %
Assumed shear softening per 100 K (rough): 3 %
(001) modulus change on 100 K warming: -2.46 %
Voigt error after 100 K warming: 84.8 %
Largest modulus change, 2 degree miscut: 0.20 %
Nonlinear modulus change (rough): 0.5 %
Strain relief by substrate: 0.023 %
Film force per width: 2.93 N/m
Surface stress (rough): 1 N/m
Surface stress / film force: 34 %
Burgers vector length (rough): 0.26 nm
Line-energy factor, lower bound: 1.91 GPa
Line-energy factor, anisotropic: 5.37 GPa
Estimated critical strain: 0.089 %
verified
```
